# How modest field disorder spreads Merz switching times over decades: verification in Python

```python
"""
Result under test: modest disorder of the local field becomes decades of
switching times, so that one KAI time cannot describe the film.
  KAI law of one region : p = 1 - exp(-(t/tau)^n)
  Merz law              : tau(x) = t_inf * exp(a/x),  a = Ea/E0
  x  : local field / mean field, evenly spread over [1-w, 1+w]
  u  : ln(t/t_inf);  P(u) : switched fraction averaged over all regions
  S  : unit exponential variable; ln T = ln tau(x) + ln(S)/n for a random point
"""
import numpy as np
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, least_squares
from scipy.spatial import cKDTree
from scipy.special import zeta

rng = np.random.default_rng(12345)
LN10 = np.log(10.0)
nodes, weights = np.polynomial.legendre.leggauss(300)


def kai(u, u0, n):
    return -np.expm1(-np.exp(np.minimum(n * (u - u0), 50.0)))


def film(u, a, w, n):
    """Average of the KAI law over the field distribution, by quadrature."""
    x = 1.0 + w * nodes
    return kai(np.asarray(u)[:, None], a / x[None, :], n) @ (weights / 2)


def log_grid(a, w, n):
    return np.linspace(a / (1 + w) - 20.0 / n, a / (1 - w) + 6.0, 6001)


def curve_moments(a, w, n):
    """Mean, variance, third central moment of ln(T/t_inf) from the curve P."""
    u = log_grid(a, w, n)
    s = u - u[0]
    rest = 1.0 - film(u, a, w, n)
    m1, m2, m3 = [simpson(k * s**(k - 1) * rest, x=u) for k in (1, 2, 3)]
    return u[0] + m1, m2 - m1**2, m3 - 3 * m1 * m2 + 2 * m1**3


def inverse_field_cumulants(w):
    """Closed forms for the mean, variance and third cumulant of 1/x."""
    y1 = np.log((1 + w) / (1 - w)) / (2 * w)
    y2 = 1 / (1 - w**2)
    y3 = 1 / (1 - w**2)**2
    return y1, y2 - y1**2, y3 - 3 * y1 * y2 + 2 * y1**3


def formula_moments(a, w, n):
    c1, c2, c3 = inverse_field_cumulants(w)
    return (a * c1 - np.euler_gamma / n, a**2 * c2 + np.pi**2 / (6 * n**2),
            a**3 * c3 - 2 * zeta(3) / n**3)


def fit_kai(a, w, n, free):
    """Least-squares fit of one KAI law on a uniform grid in ln t."""
    u = np.linspace(a / (1 + w) - 3.0, a / (1 - w) + 2.0, 500)
    target = film(u, a, w, n)

    def residual(q):
        return kai(u, q[0], np.exp(q[1]) if free else n) - target
    best = None
    for start_n in (0.3, 1.0, 2.0):
        for start_u in (0.9 * a, a, 1.1 * a):
            start = [start_u, np.log(start_n)] if free else [start_u]
            trial = least_squares(residual, start)
            if best is None or trial.cost < best.cost:
                best = trial
    n_fit = np.exp(best.x[1]) if free else n
    return best.x[0], n_fit, np.max(np.abs(best.fun))


# Model parameters
E0, Ea, t_inf, n, w = 50.0, 1000.0, 1e-12, 2.0, 0.3
a = Ea / E0

# KAI law from geometry: distance of random points to the nearest nucleus
density, speed = 20000.0, 1.0
nuclei = rng.random((rng.poisson(density), 2))
distance = cKDTree(nuclei, boxsize=1.0).query(rng.random((40000, 2)))[0]
tau_geo = 1 / (speed * np.sqrt(np.pi * density))
geo_rows = []
for r in (0.5, 1.0, 1.5):
    counted = np.mean(distance < speed * r * tau_geo)
    predicted = 1 - np.exp(-r**2)
    geo_rows.append((r, counted, predicted))
    assert abs(counted - predicted) < 0.02   # sampling noise below 0.005

# Spread of local times: sampled regions against the closed forms
samples = 1 + w * (2 * rng.random((4000, 1000)) - 1)
log_tau = a / samples
full_decades = a / LN10 * 2 * w / (1 - w**2)
assert abs(np.ptp(log_tau) / LN10 - full_decades) < 1e-3
x10, x90 = 1 - 0.8 * w, 1 + 0.8 * w
mid_decades = a / LN10 * (1 / x10 - 1 / x90)
sampled_mid = np.subtract(*np.percentile(log_tau, [90, 10])) / LN10
assert abs(sampled_mid - mid_decades) < 0.02

# Same relative disorder placed in the prefactor instead of the field
prefactor_decades = np.ptp(np.log10(samples))
assert abs(prefactor_decades - np.log10((1 + w) / (1 - w))) < 1e-3

# Moments of the switching curve against the additive cumulants
for case in ((a, w, n), (5.0, 0.5, 1.0), (12.0, 0.1, 3.0)):
    assert np.allclose(curve_moments(*case), formula_moments(*case),
                       rtol=1e-5, atol=1e-5)
mean_u, var_u, third_u = curve_moments(a, w, n)
skew_film = third_u / var_u**1.5
skew_kai = -12 * np.sqrt(6) * zeta(3) / np.pi**3
for n_test in (1.0, 3.0):                    # practically uniform field
    _, v, k3 = curve_moments(a, 1e-6, n_test)
    assert abs(k3 / v**1.5 - skew_kai) < 1e-4
var_field = a**2 * inverse_field_cumulants(w)[1]
var_kai = np.pi**2 / (6 * n**2)
n_eff = np.pi / np.sqrt(6 * var_u)

# Disorder at which field and KAI contribute equally to the variance
w_equal = brentq(lambda q: curve_moments(a, q, n)[1] - 2 * var_kai, 0.01, 0.3)
w_estimate = np.pi / (np.sqrt(2) * n * a)
assert abs(w_equal / w_estimate - 1) < 0.02

# Slope limit and sharp-switching approximation
u = log_grid(a, w, n)
P = film(u, a, w, n)
slope_limit = (1 + w)**2 / (2 * w * a)
slope_film = np.gradient(P, u).max()
slope_kai = np.gradient(kai(u, a, n), u).max()
assert slope_film < slope_limit
assert abs(slope_kai - n / np.e) < 1e-3
sharp = np.zeros_like(u)
positive = u > 0
sharp[positive] = np.clip((1 + w - a / u[positive]) / (2 * w), 0, 1)
mean_abs_log = (quad(lambda s: -np.log(s) * np.exp(-s), 0, 1)[0]
                + quad(lambda s: np.log(s) * np.exp(-s), 1, np.inf)[0])
sharp_error = np.max(np.abs(P - sharp))
sharp_bound = slope_limit * mean_abs_log / n
assert sharp_error < sharp_bound

# One KAI law fitted to the film, and to a nearly uniform control film
u_fix, _, err_fix = fit_kai(a, w, n, False)
u_free, n_free, err_free = fit_kai(a, w, n, True)
_, n_ctrl, err_ctrl = fit_kai(a, 0.01, n, True)
assert err_fix > 0.2 and n_free < 1 and err_free > 0.02
assert abs(n_ctrl - n) < 0.1 and err_ctrl < 0.01

# Walls crossing 1000 regions in series: the local times are averaged
M = samples.shape[1]
row_time = np.exp(log_tau - a).mean(axis=1)
first = quad(lambda x: np.exp(a / x - a) / (2 * w), 1 - w, 1 + w)[0]
second = quad(lambda x: np.exp(2 * (a / x - a)) / (2 * w), 1 - w, 1 + w)[0]
spread_one = np.sqrt(second / first**2 - 1)
spread_row = row_time.std() / row_time.mean()
assert abs(spread_row / (spread_one / np.sqrt(M)) - 1) < 0.08
row_decades = np.subtract(*np.percentile(np.log10(row_time), [90, 10]))
assert row_decades < 0.1 * mid_decades

# Doubled applied field with the same relative disorder
high_decades = np.ptp(Ea / (2 * E0) / samples) / LN10
assert abs(high_decades / full_decades - 0.5) < 1e-3

t10, t50, t90 = t_inf * np.exp(np.interp([0.1, 0.5, 0.9], P, u))
kai_decades = np.log10(np.log(0.1) / np.log(0.9)) / n

print(f"E0 = {E0:.0f} MV/m, Ea = {Ea:.0f} MV/m, a = {a:.0f}")
print(f"t_inf = {t_inf:.0e} s, n = {n:.0f}, w = {w:.2f}")
print(f"rms relative field disorder = {w / np.sqrt(3):.4f}")
for r, counted, predicted in geo_rows:
    print(f"nuclei test t/tau={r}: counted {counted:.4f}, KAI {predicted:.4f}")
for x in (1 + w, 1.0, 1 - w):
    print(f"x = {x:.1f}: a/x = {a / x:.3f}, tau = {t_inf*np.exp(a/x):.3e} s")
print(f"full range of tau = {full_decades:.3f} decades")
print(f"10-90% range of tau: formula {mid_decades:.3f} decades")
print(f"10-90% range of tau: sampled {sampled_mid:.3f} decades")
print(f"full range, prefactor disorder = {prefactor_decades:.3f} decades")
print(f"full range at {2 * E0:.0f} MV/m = {high_decades:.3f} decades")
print(f"variance of ln T from field = {var_field:.3f}")
print(f"variance of ln T from KAI = {var_kai:.3f}")
print(f"variance of ln T from film curve = {var_u:.3f}")
print(f"n_eff from variance = {n_eff:.3f}")
print(f"w for equal variances: {w_equal:.4f}, estimate {w_estimate:.4f}")
print(f"skewness of ln T: film {skew_film:.3f}, any KAI {skew_kai:.3f}")
print(f"film t10, t50, t90 = {t10:.3e}, {t50:.3e}, {t90:.3e} s")
print(f"10-90% width: film {np.log10(t90 / t10):.3f} decades")
print(f"10-90% width: one KAI law {kai_decades:.3f} decades")
print(f"largest dP/dln t: film {slope_film:.4f}, limit {slope_limit:.4f}")
print(f"largest dP/dln t: one KAI law {slope_kai:.4f}")
print(f"mean |ln S| = {mean_abs_log:.4f}")
print(f"sharp-switching error {sharp_error:.4f}, bound {sharp_bound:.4f}")
print("t (s), film P, sharp-switching P, KAI P at mean field:")
for power in range(-6, 2):
    ut = np.log(10.0**power / t_inf)
    values = (film([ut], a, w, n)[0], np.interp(ut, u, sharp), kai(ut, a, n))
    print(f"  1e{power:+d}  " + "  ".join(f"{v:.4f}" for v in values))
print(f"fit, n fixed at 2: t0 = {t_inf * np.exp(u_fix):.3e} s")
print(f"fit, n fixed at 2: largest error in P = {err_fix:.3f}")
print(f"fit, n free: t0 = {t_inf * np.exp(u_free):.3e} s, n = {n_free:.3f}")
print(f"fit, n free: largest error in P = {err_free:.3f}")
print(f"control w=0.01, n free: n = {n_ctrl:.3f}, error {err_ctrl:.5f}")
print(f"relative spread of one local time = {spread_one:.3f}")
print(f"relative spread, {M} regions in series: sampled {spread_row:.4f}")
print(f"relative spread, {M} in series: formula {spread_one/np.sqrt(M):.4f}")
print(f"10-90% width, {M} regions in series = {row_decades:.3f} decades")
print("no test failed")
```

It prints:

```
E0 = 50 MV/m, Ea = 1000 MV/m, a = 20
t_inf = 1e-12 s, n = 2, w = 0.30
rms relative field disorder = 0.1732
nuclei test t/tau=0.5: counted 0.2180, KAI 0.2212
nuclei test t/tau=1.0: counted 0.6316, KAI 0.6321
nuclei test t/tau=1.5: counted 0.8955, KAI 0.8946
x = 1.3: a/x = 15.385, tau = 4.802e-06 s
x = 1.0: a/x = 20.000, tau = 4.852e-04 s
x = 0.7: a/x = 28.571, tau = 2.561e+00 s
full range of tau = 5.727 decades
10-90% range of tau: formula 4.424 decades
10-90% range of tau: sampled 4.427 decades
full range, prefactor disorder = 0.269 decades
full range at 100 MV/m = 2.863 decades
variance of ln T from field = 13.772
variance of ln T from KAI = 0.411
variance of ln T from film curve = 14.183
n_eff from variance = 0.341
w for equal variances: 0.0554, estimate 0.0555
skewness of ln T: film 0.409, any KAI -1.140
film t10, t50, t90 = 7.662e-06, 3.708e-04, 2.047e-01 s
10-90% width: film 4.427 decades
10-90% width: one KAI law 0.670 decades
largest dP/dln t: film 0.1225, limit 0.1408
largest dP/dln t: one KAI law 0.7357
mean |ln S| = 1.0160
sharp-switching error 0.0523, bound 0.0715
t (s), film P, sharp-switching P, KAI P at mean field:
  1e-6  0.0028  0.0000  0.0000
  1e-5  0.1322  0.0986  0.0004
  1e-4  0.3830  0.3571  0.0416
  1e-3  0.5788  0.5582  0.9857
  1e-2  0.7359  0.7190  1.0000
  1e-1  0.8646  0.8506  1.0000
  1e+0  0.9693  0.9603  1.0000
  1e+1  1.0000  1.0000  1.0000
fit, n fixed at 2: t0 = 5.054e-04 s
fit, n fixed at 2: largest error in P = 0.405
fit, n free: t0 = 3.042e-03 s, n = 0.279
fit, n free: largest error in P = 0.112
control w=0.01, n free: n = 1.960, error 0.00356
relative spread of one local time = 3.149
relative spread, 1000 regions in series: sampled 0.0991
relative spread, 1000 in series: formula 0.0996
10-90% width, 1000 regions in series = 0.111 decades
no test failed
```
